# Hückel pi bonding in the square-planar Te4 2+ ion

**Question**

I am working through bonding in chalcogenides and have been given the square-planar ion $\mathrm{Te_4^{2+}}$ as an exercise. I am to treat its pi electrons with a four-site Hückel model, decide whether the shell is closed, and find the pi bond order of each edge.

I am stuck in three places. I don't see why there should be six pi electrons. Two of my orbitals are degenerate, and I know that a square with four pi electrons has trouble for that reason, so why would this one be any better? Finally, I tried to get the bond order by counting bonding minus antibonding electrons and sharing the result over the edges, but summing products of orbital coefficients gives me a different number. Which is right, and how far can I trust such a simple model for a real tellurium ion?

**Answer**

**Counting the electrons**

Tellurium has six valence electrons, so the ion has $4\times 6-2=22$. Put the atoms in the $xy$ plane. Each atom has four valence orbitals: $5s$, $5p_x$, $5p_y$ and $5p_z$. The first three lie in the plane or are symmetric about it. In a Lewis description they provide two sigma bonds to the neighbours and one lone pair per atom. The ring then has four sigma bonds, with 8 electrons, and four in-plane lone pairs, with another 8. The remaining $22-16=6$ electrons occupy the pi system built from the four $p_z$ orbitals.

**The secular equations**

Number the atoms 1 to 4 around the ring. The Hückel assumptions are:

- the four $p_z$ orbitals are orthonormal;
- each has the same energy $\alpha$;
- neighbours are coupled by $\beta<0$, and atoms across a diagonal are not coupled;
- electron repulsion enters at most through the values of $\alpha$ and $\beta$.

For an orbital with coefficients $c_r$ the equations are

$$\alpha c_r+\beta(c_{r-1}+c_{r+1})=E\,c_r ,$$

with the index taken around the ring, so that $c_5=c_1$ and $c_0=c_4$. All sites are equivalent, so try $c_r=e^{i\pi kr/2}$ with $k=0,1,2,3$. This form returns to itself after four steps. Substituting and dividing by $c_r$ gives

$$E_k=\alpha+\beta\left(e^{-i\pi k/2}+e^{i\pi k/2}\right)=\alpha+2\beta\cos\frac{\pi k}{2}.$$

The values $k=1$ and $k=3$ give the same energy, so their orbitals can be combined into real ones. The normalized set is

$$
\begin{aligned}
a&=\tfrac12(1,1,1,1), & E_a&=\alpha+2\beta,\\
e_1&=\tfrac1{\sqrt2}(1,0,-1,0), & E_e&=\alpha,\\
e_2&=\tfrac1{\sqrt2}(0,1,0,-1), & E_e&=\alpha,\\
b&=\tfrac12(1,-1,1,-1), & E_b&=\alpha-2\beta .
\end{aligned}
$$

Since $\beta$ is negative, $a$ is lowest and $b$ is highest. The pair $e_1,e_2$ is nonbonding: in each of these orbitals the neighbours of an occupied site have zero amplitude.

**Filling the levels**

Two electrons enter $a$ and four fill the degenerate pair. The configuration is $a^2e^4b^0$, a closed shell, with a gap

$$E_b-E_e=-2\beta=2|\beta| .$$

Degeneracy causes an open shell when the degenerate set is partly filled. Here it is full. With four pi electrons, two electrons would have to share the pair, and the shell would be open.

The total pi energy is

$$E_\pi=2(\alpha+2\beta)+4\alpha=6\alpha+4\beta .$$

**The bond order**

The Coulson bond order between atoms $r$ and $s$ is

$$p_{rs}=\sum_i n_i\,c_{ri}c_{si},$$

where $n_i$ is the number of electrons in orbital $i$. Take the edge between atoms 1 and 2:

- orbital $a$ gives $2\times\frac12\times\frac12=\frac12$;
- orbital $e_1$ gives $2\times\frac1{\sqrt2}\times0=0$;
- orbital $e_2$ gives $2\times0\times\frac1{\sqrt2}=0$;
- orbital $b$ is empty.

Thus

$$p_{12}=\frac12 ,$$

and by symmetry the other three edges have the same value.

There is a compact way to get all the elements together. The four orbitals form a complete orthonormal set on the four sites, so $aa^T+e_1e_1^T+e_2e_2^T+bb^T=1$. With everything except $b$ doubly filled,

$$P=2(1-bb^T),\qquad P_{rs}=2\delta_{rs}-2b_rb_s .$$

On one site, $P_{rr}=2-2\times\frac14=\frac32$. On an edge, $b_rb_s=-\frac14$ and $P_{rs}=+\frac12$. Across a diagonal, $b_rb_s=+\frac14$ and $P_{rs}=-\frac12$.

The site value makes chemical sense. Each atom has $\frac32$ pi electrons, two lone-pair electrons and a half share in two sigma bonds, which is two more. That makes $5.5$ electrons against six in the neutral atom, hence a charge of $+\frac12$ per atom and $+2$ in all.

**Why your count gave another number**

Your count answers a different question. There are two bonding electrons, no antibonding electrons and four nonbonding ones, so the number of net pi bonds is $(2-0)/2=1$. Shared over four edges, this is $\frac14$ per edge. Both numbers are correct for their own definitions:

$$\text{Coulson order}=\frac12,\qquad \text{electron-pair order}=\frac14 .$$

If you want a total bond order by electron pairs, add the pair value to the sigma bond and obtain $1+\frac14=1.25$. In the Coulson definition, a localized sigma bond formed equally from two orthonormal orbitals has order $2\times\frac1{\sqrt2}\times\frac1{\sqrt2}=1$ as well, so the total there is $1+\frac12=1.5$. Either total is consistent, provided you say which definition it uses.

The Coulson order is tied to the energy. For a normalized eigenvector, a small change $\delta H$ of the Hamiltonian changes the orbital energy to first order by $c^T\delta H\,c$. The change of $c$ itself drops out, because normalization makes its contribution vanish. If one edge coupling $\beta_{12}$ changes, both $H_{12}$ and $H_{21}$ change, and the sum over filled orbitals gives

$$\frac{\partial E_\pi}{\partial\beta_{12}}=2p_{12}=1 .$$

The total energy can be assembled in the same way:

$$E_\pi=\alpha\sum_rP_{rr}+2\beta\sum_{\rm edges}p_{rs}
=6\alpha+2\beta\left(4\times\frac12\right)=6\alpha+4\beta .$$

Compare this with a localized structure: one pi bond on one edge and a pi lone pair on each of the other two atoms. The bond contributes $2(\alpha+\beta)$ and the lone pairs $4\alpha$, giving $6\alpha+2\beta$. The delocalized ion is lower by $2|\beta|$. Its Coulson orders sum to 2, whereas the localized structure has a single order of 1. The pair count is 1 in both cases, so it does not register the delocalization.

**Why six electrons suit a square better than four**

Let the edges alternate in strength, $\beta_1=\beta(1+d)$ and $\beta_2=\beta(1-d)$ with $|d|<1$, as a first model of a rectangle. The average coupling is held fixed. The orbitals $a$ and $b$ keep their form and have energies $\alpha\pm(\beta_1+\beta_2)=\alpha\pm2\beta$. The degenerate pair becomes

$$\tfrac12(1,1,-1,-1),\quad \tfrac12(1,-1,-1,1),$$

with energies $\alpha+(\beta_1-\beta_2)$ and $\alpha-(\beta_1-\beta_2)$. You can verify the first on atom 1: its neighbour 2 contributes $+\beta_1$ and its neighbour 4 contributes $-\beta_2$. Since $\beta_1-\beta_2=2d\beta$, the pair splits to $\alpha\pm2d\beta$.

Set $\alpha=0$. With six electrons both members are full, and their shifts cancel:

$$E_6=2(2\beta)+2(2d\beta)-2(2d\beta)=4\beta .$$

With four electrons only the lower member is filled:

$$E_4=2(2\beta)-2(2|d||\beta|)=-4|\beta|(1+|d|).$$

For $d=0.1$ the energies are $-4.0|\beta|$ and $-4.4|\beta|$. With the average coupling held fixed, the four-electron square gains pi energy linearly in the distortion, while the six-electron square gains none. If the coupling instead falls exponentially with edge length and the mean length is fixed, the average coupling grows slightly, and the six-electron square also gains pi energy, but only in second order. This comparison concerns the pi energy alone; the sigma bonds also help to decide the geometry.

The two additional electrons do not strengthen the edges of the square. If the four-electron case is averaged over its degenerate pair, one electron in each member, the edge order is again $\frac12$, since the pair contributes nothing to it. What the last two electrons do is close the shell.

**Numbers for the free ion**

To obtain energies, I take a free $\mathrm{Te_4^{2+}}$ square with an edge of 0.27 nm, a rough typical length, and use the PBE functional with the def2-SVP basis and its effective core potential. Orbitals that change sign on reflection in the molecular plane are the pi orbitals. Three valence pi orbitals are filled, in agreement with the count of six electrons:

- $E_a=-17.38$ eV, filled;
- $E_e=-15.62$ eV, a filled pair;
- $E_b=-13.87$ eV, empty.

The highest filled in-plane orbital is at $-17.15$ eV and the lowest empty one at $-13.52$ eV. At this level of theory, therefore, the pi orbitals lie on both sides of the gap. The absolute energies are not converged to the digits shown: a larger basis (def2-TZVP without its f functions) raises all five levels by 0.10 to 0.12 eV, while their differences change by about 0.02 eV or less.

The Hückel expressions give $E_b-E_a=-4\beta$, so

$$\beta=-\frac{-13.87+17.38}{4}\ \text{eV}\approx-0.88\ \text{eV}.$$

The gap $2|\beta|$ is 1.76 eV, the pi bonding energy $4|\beta|$ is about 3.5 eV, and the delocalization energy $2|\beta|$ is also 1.76 eV. The last two are energies of the fitted Hückel model. They are not calculated dissociation energies, and the orbital gap is not a prediction of an optical absorption energy.

**What about coupling across the ring?**

Let atoms on a diagonal be coupled by $\beta'$. In $a$ and $b$ the opposite atoms have equal signs, so those levels shift by $+\beta'$. In the pair they have opposite signs, so it shifts by $-\beta'$. The two spacings become

$$E_e-E_a=-2\beta-2\beta',\qquad E_b-E_e=-2\beta+2\beta' .$$

The orbital shapes are fixed by the symmetry of the square, so the edge order stays at $\frac12$ as long as $b$ remains the empty orbital. For negative $\beta'$ this requires $|\beta'|<|\beta|$. Beyond that point the degenerate pair is highest and holds only two electrons. The shell is then open, and the averaged edge order falls to zero because $a$ and $b$ are both full.

The calculated spacings are 1.76 and 1.75 eV. Their difference gives an effective $\beta'$ of about $-0.002$ eV, far inside the closed-shell range. This fitted number also absorbs the overlap of neighbouring orbitals and other departures from the model, so it does not show that the bare interaction across the ring is that small. The fit also depends on the method. In a double-zeta basis with d functions and a large-core potential, PBE orbital energies give $\beta\approx-0.89$ eV and $\beta'\approx0$, whereas Hartree-Fock orbital energies give $\beta\approx-2.4$ eV and $\beta'\approx+0.9$ eV. In both cases $b$ is the empty orbital.

**How far the real ion departs from one half**

For any occupations that treat the degenerate pair equally, the coefficient products give

$$p_{\rm edge}=\frac{n_a-n_b}{4}.$$

This makes it easy to size the neglected effects.

*Electron repulsion.* I let the six electrons occupy the four pi orbitals in every possible way and diagonalized their Hamiltonian, including their mutual repulsion. The lowest state is a singlet, with $n_a=2.000$ and $n_b=0.230$. Hence

$$p_{\rm edge}=\frac{2.000-0.230}{4}\approx0.44 .$$

Repulsion lowers the order by about 12% relative to $\frac12$. The electrons that enter $b$ come almost entirely from the degenerate pair, since $a$ remains full to the digits shown. The state is still a closed-shell singlet in its main character, but it is no longer a single configuration. These occupations use the frozen PBE orbitals, and correlation involving the in-plane electrons is left out, so 0.44 is not a final value for the ion. In a double-zeta basis with d functions and a large-core potential, other choices of the four orbitals give $n_b$ between 0.20 and 0.22. A coupled-cluster (CCSD) treatment of all valence electrons in that basis gives $n_a\approx1.95$, $n_b\approx0.14$ and an order of about 0.45.

*Spin-orbit coupling.* Tellurium is heavy, so this deserves an estimate. The coupling $\zeta\,\mathbf l\cdot\mathbf s$ (with $\mathbf l,\mathbf s$ in units of $\hbar$) turns a spin-up $p_z$ orbital into an in-plane $p$ orbital with spin down, with amplitude $\zeta/\sqrt2$. The squared coupling is $\zeta^2/2$. First-order perturbation theory then limits the admixed probability to roughly $\zeta^2/(2\Delta^2)$, where $\Delta$ is the distance to the nearest in-plane level that can take part. With a rough $\zeta=0.5$ eV, the distances are:

- from filled $a$ to the lowest empty in-plane level, $17.38-13.52=3.86$ eV, giving 0.008;
- from the highest filled in-plane level to empty $b$, $17.15-13.87=3.28$ eV, giving 0.012.

Each orbital holds two spins, so the change of the edge order is at most about $(2\times0.008+2\times0.012)/4\approx0.01$. This is well below the effect of repulsion.

*Temperature.* Four electrons in the pair can each go to two spin states of $b$. In an independent-electron estimate at 300 K, the weight of such a promotion is $8e^{-(E_b-E_e)/k_BT}\approx3\times10^{-29}$, which is negligible.

**Relation to real materials**

Square-planar $\mathrm{Te_4^{2+}}$ is a real ion, found in salts with weakly coordinating anions. The edge used here is a rounded input, not the measured value for a particular salt. The calculation omits those anions and does not relax the geometry. A uniform electrostatic potential from the surroundings would shift $\alpha$ and leave $\beta$ unchanged; an uneven one could make the sites inequivalent and alter the bond orders. Of the effects sized above, electron repulsion moves the result most, from 0.50 to about 0.44. The electron count and the value $\frac12$ belong to this four-atom ring and do not carry over to extended chalcogenide solids with other coordination. What the ion offers is a small case in which delocalized chalcogen bonding can be worked out by hand. The numerical output below lists the values used here.

## Calculated quantities

```
HUCKEL MODEL (alpha = 0, energies in |beta|)
levels: -2.000 0.000 0.000 2.000
pi energy, six electrons: -4.000
pi energy, one localized bond: -2.000
pi electrons per site: 1.500
Coulson order, edge: 0.500
Coulson order, diagonal: -0.500
edge order from energy response: 0.500000
edge order, four electrons averaged: 0.500
pair-count pi order per edge: 0.250
edge alternation d = 0.10:
  six-electron energy: -4.000
  four-electron energy: -4.400
FREE Te4 2+ ION, PBE/def2-SVP
edge length (rough input): 0.27 nm
filled valence pi orbitals: 3
lowest pi level: -17.38 eV
degenerate pi pair: -15.62 eV
empty pi level: -13.87 eV
highest filled in-plane level: -17.15 eV
lowest empty in-plane level: -13.52 eV
lower pi spacing: 1.76 eV
upper pi spacing: 1.75 eV
edge order from orbital patterns: 0.500
alpha: -15.62 eV
beta: -0.879 eV
Huckel gap 2|beta|: 1.76 eV
pi bonding energy 4|beta|: 3.51 eV
delocalization energy 2|beta|: 1.76 eV
NEGLECTED EFFECTS
effective cross-ring beta': -0.002 eV
ratio beta'/beta: 0.002
correlated occupation, lowest pi: 2.000
correlated occupation, highest pi: 0.230
correlated edge order: 0.442
spin squared of lowest state: 0.000
spin-orbit constant (rough input): 0.5 eV
spin-orbit change of edge order, about: 0.0100
temperature: 300 K
thermal promotion weight: 2.8e-29
```
